# Why mass polarization changes the Ps⁻ energy by under one percent: a program that tests the result

```python
# Result under test: the Ps- energy lies within one percent of reduced-mass
# scaled H-, because <p1.p2> is a few percent of <p1^2> AND changes sign as
# the wavefunction responds to mass polarization.
# Scaled Hamiltonian (atomic units, lengths in units of 1/mu):
#   h = (p1^2 + p2^2)/2 + lam*p1.p2 - 1/r1 - 1/r2 + g/r12,   E = mu*eps(lam)
# M: mass of the positive particle, mu = M/(1+M), lam = 1/(1+M).
# H- (infinite nuclear mass): lam = 0.  Ps-: lam = 1/2, mu = 1/2.
# g = 1 is the real repulsion; g = 0 switches it off for a causal test.
import numpy as np
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_laguerre, eval_genlaguerre
from scipy.stats import qmc

DECAY = 0.7  # the lowest basis function is exp(-DECAY*(r1+r2))


def build_matrices(order):
    """Exchange-symmetric Laguerre basis in perimetric coordinates
    x=r1+r12-r2, y=r2+r12-r1, z=r1+r2-r12; quadrature is exact."""
    ax, az = DECAY, 2 * DECAY
    t, w = np.polynomial.laguerre.laggauss(order + 4)
    x, y, z = [q.ravel() for q in np.meshgrid(t/ax, t/ax, t/az, indexing="ij")]
    r1, r2, r12 = (x + z)/2, (y + z)/2, (x + y)/2
    weight = np.einsum("i,j,k->ijk", w, w, w).ravel() * r1 * r2 * r12
    L = np.array([eval_laguerre(n, t) for n in range(order + 1)])
    D = -L/2
    for n in range(1, order + 1):
        D[n] -= eval_genlaguerre(n - 1, 1, t)
    index = np.array([(i, j, k) for i in range(order + 1)
                      for j in range(i, order + 1)
                      for k in range(order + 1) if i + j + k <= order])
    i, j, k = index.T

    def product(a, b, c):
        return np.einsum("pi,pj,pk->pijk", a, b, c).reshape(len(index), -1)

    f = product(L[i], L[j], L[k]) + product(L[j], L[i], L[k])
    fx = ax*(product(D[i], L[j], L[k]) + product(D[j], L[i], L[k]))
    fy = ax*(product(L[i], D[j], L[k]) + product(L[j], D[i], L[k]))
    fz = az*(product(L[i], L[j], D[k]) + product(L[j], L[i], D[k]))
    # derivatives with respect to the distances r1, r2, r12
    d1, d2, d12 = fx - fy + fz, -fx + fy + fz, fx + fy - fz
    cos_a = (r1**2 + r12**2 - r2**2)/(2*r1*r12)
    cos_b = (r2**2 + r12**2 - r1**2)/(2*r2*r12)
    cos_c = (r1**2 + r2**2 - r12**2)/(2*r1*r2)

    def integral(a, factor, b):
        return (a*(weight*factor)) @ b.T

    c1, c2 = integral(d1, cos_a, d12), integral(d2, cos_b, d12)
    d12d12 = integral(d12, 1.0, d12)
    kin = 0.5*(integral(d1, 1.0, d1) + integral(d2, 1.0, d2)
               + 2*d12d12 + c1 + c1.T + c2 + c2.T)
    pol = integral(d1, cos_c, d2) - c1 - c2.T - d12d12
    mats = {"S": integral(f, 1.0, f), "K": kin, "P": (pol + pol.T)/2,
            "N": integral(f, -1/r1 - 1/r2, f), "G": integral(f, 1/r12, f),
            "R": integral(f, r1*r2*cos_c, f)}
    norm = 1/np.sqrt(np.diag(mats["S"]))
    out = {}
    for name, m in mats.items():
        m = m*np.outer(norm, norm)
        out[name] = (m + m.T)/2
    return out


def ground(m, lam, g=1.0):
    """Energy, <p1.p2>, <p1^2>, <r1.r2> of the ground state."""
    h = m["K"] + lam*m["P"] + m["N"] + g*m["G"]
    e, v = eigh(h, m["S"], subset_by_index=[0, 0])
    v = v[:, 0]
    return e[0], v @ m["P"] @ v, v @ m["K"] @ v, v @ m["R"] @ v


def gaussian_energy(inverse_mass, scale, count=600):
    """Independent road: correlated Gaussians in Jacobi coordinates
    R = (r1+r2)/2 and rho = r1-r2, with no mass-polarization term."""
    u = qmc.Halton(d=3, scramble=False).random(count + 1)[1:]
    a1, a2, a12 = (1/(scale*0.15*100.0**u)**2).T
    A = np.empty((count, 2, 2))
    A[:, 0, 0] = a1 + a2
    A[:, 0, 1] = A[:, 1, 0] = (a1 - a2)/2
    A[:, 1, 1] = (a1 + a2)/4 + a12
    kinetic = np.diag([0.25 + inverse_mass/2, 1.0])
    S, H = np.zeros((count, count)), np.zeros((count, count))
    for sign in (1, -1):
        B = A*np.array([[1, sign], [sign, 1]])
        C = A[:, None] + B[None, :]
        inv = np.linalg.inv(C)
        s = np.linalg.det(C)**-1.5
        AB = np.einsum("iab,jbc->ijac", A @ kinetic, B)
        h = 6*s*np.einsum("ijac,ijca->ij", AB, inv)
        for charge, vec in ((-1, (1, .5)), (-1, (1, -.5)), (1, (0, 1))):
            vec = np.array(vec, dtype=float)
            spread = np.einsum("a,ijab,b->ij", vec, inv, vec)
            h += charge*2/np.sqrt(np.pi)*s/np.sqrt(spread)
        S += s
        H += h
    norm = 1/np.sqrt(np.diag(S))
    S, H = S*np.outer(norm, norm), H*np.outer(norm, norm)
    s, U = eigh((S + S.T)/2)
    keep = s > 1e-9
    X = U[:, keep]/np.sqrt(s[keep])
    hx = X.T @ ((H + H.T)/2) @ X
    return eigh((hx + hx.T)/2, eigvals_only=True)[0]


small, m = build_matrices(11), build_matrices(14)
M_ps = 1.0
mu, lam = M_ps/(1 + M_ps), 1/(1 + M_ps)
e0, p0, k0, r0 = ground(m, 0.0)
e1, p1, k1, r1r2_ps = ground(m, lam)
E_scaled, E_ps = mu*e0, mu*e1
shift = E_ps - E_scaled
c0, c1 = p0/k0, p1/k1

# Basis convergence and the energies named in the question
change_h = abs(ground(small, 0.0)[0] - e0)
change_ps = mu*abs(ground(small, lam)[0] - e1)
assert max(change_h, change_ps) < 2e-5
assert round(E_ps, 4) == -0.2620 and round(E_scaled, 4) == -0.2639
assert abs(shift/E_scaled) < 0.01

# Independent Gaussian calculation; tolerance is its finite-basis error
G_h, G_ps = gaussian_energy(0.0, 1.0), gaussian_energy(1.0, 2.0)
assert abs(G_h - e0) < 4e-4 and abs(G_ps - E_ps) < 2e-4
assert abs((G_ps - G_h/2) - shift) < 2e-4

# Virial theorem, then the integrated correlation against direct energies
assert abs(e0 + k0) < 1e-4 and abs(e1 + k1 + lam*p1) < 1e-4
nodes, weights = np.polynomial.legendre.leggauss(8)
log_ratio, mean_p = 0.0, 0.0
for node, wt in zip(lam*(nodes + 1)/2, weights/2):
    _, p, k, _ = ground(m, node)
    mean_p += wt*p
    log_ratio -= lam*wt*(p/k)/(1 + node*p/k)
assert abs(log_ratio - np.log(e1/e0)) < 2e-5
assert abs(mu*lam*mean_p - shift) < 1e-7

# Tangent bracket, first order, second order from the sum over states
upper, lower = mu*lam*p0, mu*lam*p1
assert lower < shift < upper and upper/abs(E_scaled) > 0.01
levels, states = eigh(m["K"] + m["N"] + m["G"], m["S"])
coupling = states[:, 1:].T @ m["P"] @ states[:, 0]
eps2 = -np.sum(coupling**2/(levels[1:] - levels[0]))
step = 0.01
curvature = (ground(m, step)[0] + ground(m, -step)[0] - 2*e0)/(2*step**2)
assert abs(curvature - eps2) < 1e-3
E_first = E_scaled + upper
E_second = E_first + mu*lam**2*eps2
assert abs(E_second - E_ps) < 0.5*abs(E_first - E_ps)

# Signs: repulsion alone, mass polarization alone, neither, both
en, pn, _, rn = ground(m, 0.0, 0.0)
em, pm, _, rm = ground(m, lam, 0.0)
assert abs(en + 1) < 1e-7 and abs(pn) < 1e-6 and abs(rn) < 1e-5
assert p0 > 0 and r0 < 0
assert pm < 0 and rm > 0
assert p1 < 0 and r1r2_ps > 0

# Trial function exp(-k(r1+r2))*(1+eta*r1.r2): slopes at eta = 0
first = np.zeros(len(m["S"]))
first[0] = 1.0
admixture = np.linalg.solve(m["S"], m["R"][:, 0])
slope_p = 2*first @ m["P"] @ admixture
slope_r = 2*first @ m["R"] @ admixture
assert abs(slope_p + 1.5) < 1e-6
assert abs(slope_r - 6/DECAY**4) < 1e-5

# Mass at which <p1.p2> vanishes and eps is largest
lam_zero = brentq(lambda q: ground(m, q)[1], 0.0, lam, xtol=1e-8)
e_top = ground(m, lam_zero)[0]
assert e_top > e0 and e_top > e1

# Binding against loss of one electron (threshold: one-electron atom)
threshold = -mu/2
bind_scaled, bind_ps = threshold - E_scaled, threshold - E_ps
assert bind_ps > 0

print("Scaled a.u. = atomic units after lengths are scaled by 1/mu")
print(f"Ps-: M = {M_ps:.1f} m_e, mu = {mu:.2f} m_e, lambda = {lam:.2f}")
print(f"Number of basis functions: {len(m['S'])}")
print(f"H- energy, infinite nuclear mass: {e0:.6f} hartree")
print(f"Scaled H- energy: {E_scaled:.6f} hartree")
print(f"Ps- energy: {E_ps:.6f} hartree")
print(f"Basis change, H-: {change_h:.1e} hartree")
print(f"Basis change, Ps-: {change_ps:.1e} hartree")
print(f"Gaussian check, H-: {G_h:.5f} hartree")
print(f"Gaussian check, Ps-: {G_ps:.5f} hartree")
print(f"Gaussian check, shift: {G_ps - G_h/2:.5f} hartree")
print(f"Actual shift: {shift:.6f} hartree")
print(f"Actual shift / |scaled H-|: {100*shift/abs(E_scaled):.2f} percent")
print(f"First-order shift: {upper:.6f} hartree")
print(f"First-order relative shift: {100*upper/abs(E_scaled):.2f} percent")
print(f"Lower tangent bound on shift: {lower:.6f} hartree")
print(f"Lower bound, relative: {100*lower/abs(E_scaled):.2f} percent")
print(f"Energy to first order: {E_first:.6f} hartree")
print(f"Second-order coefficient eps2: {eps2:.5f} scaled a.u.")
print(f"Second-order contribution: {mu*lam**2*eps2:.6f} hartree")
print(f"Energy to second order: {E_second:.6f} hartree")
print(f"<p1.p2> in H-: {p0:.5f} scaled a.u.")
print(f"<p1.p2> in Ps-: {p1:.5f} scaled a.u.")
print(f"<p1.p2> averaged over lambda: {mean_p:.5f} scaled a.u.")
print(f"<p1^2> in H-: {k0:.5f} scaled a.u.")
print(f"<p1^2> in Ps-: {k1:.5f} scaled a.u.")
print(f"Correlation c in H-: {c0:.4f} (no unit)")
print(f"Correlation c in Ps-: {c1:.4f} (no unit)")
print(f"ln[eps(1/2)/eps(0)], from integral: {log_ratio:.5f} (no unit)")
print(f"ln[eps(1/2)/eps(0)], from energies: {np.log(e1/e0):.5f} (no unit)")
print(f"<r1.r2> in H-: {r0:.3f} scaled a.u.")
print(f"<r1.r2> in Ps-: {r1r2_ps:.3f} scaled a.u.")
print(f"Polarization only: <p1.p2> = {pm:.5f} scaled a.u.")
print(f"Polarization only: <r1.r2> = {rm:.3f} scaled a.u.")
print(f"Trial function decay k: {DECAY:.1f} scaled a.u.")
print(f"Trial slope d<p1.p2>/d eta: {slope_p:.4f} scaled a.u.")
print(f"Trial slope d<r1.r2>/d eta: {slope_r:.4f} scaled a.u.")
print(f"lambda where <p1.p2> = 0: {lam_zero:.3f} (no unit)")
print(f"Mass M where <p1.p2> = 0: {1/lam_zero - 1:.2f} m_e")
print(f"Largest eps: {e_top:.5f} scaled a.u.")
print(f"One-electron threshold for Ps-: {threshold:.4f} hartree")
print(f"Binding, scaled H-: {bind_scaled:.6f} hartree")
print(f"Binding, Ps-: {bind_ps:.6f} hartree")
print(f"Shift / scaled H- binding: {100*shift/bind_scaled:.1f} percent")
print("verified")
```

Output:

```
Scaled a.u. = atomic units after lengths are scaled by 1/mu
Ps-: M = 1.0 m_e, mu = 0.50 m_e, lambda = 0.50
Number of basis functions: 372
H- energy, infinite nuclear mass: -0.527751 hartree
Scaled H- energy: -0.263875 hartree
Ps- energy: -0.262005 hartree
Basis change, H-: 7.6e-08 hartree
Basis change, Ps-: 2.8e-08 hartree
Gaussian check, H-: -0.52765 hartree
Gaussian check, Ps-: -0.26198 hartree
Gaussian check, shift: 0.00184 hartree
Actual shift: 0.001870 hartree
Actual shift / |scaled H-|: 0.71 percent
First-order shift: 0.008220 hartree
First-order relative shift: 3.12 percent
Lower tangent bound on shift: -0.004472 hartree
Lower bound, relative: -1.69 percent
Energy to first order: -0.255656 hartree
Second-order coefficient eps2: -0.05980 scaled a.u.
Second-order contribution: -0.007475 hartree
Energy to second order: -0.263130 hartree
<p1.p2> in H-: 0.03288 scaled a.u.
<p1.p2> in Ps-: -0.01789 scaled a.u.
<p1.p2> averaged over lambda: 0.00748 scaled a.u.
<p1^2> in H-: 0.52775 scaled a.u.
<p1^2> in Ps-: 0.53295 scaled a.u.
Correlation c in H-: 0.0623 (no unit)
Correlation c in Ps-: -0.0336 (no unit)
ln[eps(1/2)/eps(0)], from integral: -0.00711 (no unit)
ln[eps(1/2)/eps(0)], from energies: -0.00711 (no unit)
<r1.r2> in H-: -0.687 scaled a.u.
<r1.r2> in Ps-: 0.457 scaled a.u.
Polarization only: <p1.p2> = -0.27580 scaled a.u.
Polarization only: <r1.r2> = 0.660 scaled a.u.
Trial function decay k: 0.7 scaled a.u.
Trial slope d<p1.p2>/d eta: -1.5000 scaled a.u.
Trial slope d<r1.r2>/d eta: 24.9896 scaled a.u.
lambda where <p1.p2> = 0: 0.330 (no unit)
Mass M where <p1.p2> = 0: 2.03 m_e
Largest eps: -0.52256 scaled a.u.
One-electron threshold for Ps-: -0.2500 hartree
Binding, scaled H-: 0.013875 hartree
Binding, Ps-: 0.012005 hartree
Shift / scaled H- binding: 13.5 percent
verified
```
